# The six anticommuting sets of five among two-qubit Pauli products: a numerical check

```python
"""
Result under test: among the 15 traceless two-qubit Pauli products there are
exactly six sets of five mutually anticommuting matrices, no set of six, and
each matrix lies in exactly two of the six sets.
Symbols: a name such as XY means the Kronecker product of Pauli X and Pauli Y;
I is the 2x2 unit matrix. G1..G5 = XX, XY, XZ, ZI, YI is the Dirac-form set.
Label pairs: Ga <-> {a,6}, i Ga Gb <-> {a,b}; claim: two different matrices
anticommute exactly when their label pairs share one label.
Example: free Dirac electron, Hartree atomic units, c = 1/fine-structure const.
"""
from itertools import combinations
from functools import reduce
import numpy as np
from scipy import constants

pauli = {
    "I": np.eye(2, dtype=complex),
    "X": np.array([[0, 1], [1, 0]], dtype=complex),
    "Y": np.array([[0, -1j], [1j, 0]]),
    "Z": np.array([[1, 0], [0, -1]], dtype=complex),
}
names = [a + b for a in "IXYZ" for b in "IXYZ" if a + b != "II"]
mat = {n: np.kron(pauli[n[0]], pauli[n[1]]) for n in names}
unit = np.eye(4)


def anticommute(m, n):
    return np.allclose(m @ n + n @ m, 0)


anti = {(p, q): anticommute(mat[p], mat[q]) for p in names for q in names}

# Slot-counting sign rule against the matrices
for p, q in combinations(names, 2):
    differing = sum(s != t and "I" not in (s, t) for s, t in zip(p, q))
    assert anti[p, q] == (differing % 2 == 1)
    assert anti[p, q] or np.allclose(mat[p] @ mat[q], mat[q] @ mat[p])

# Brute-force search over all subsets, using matrix products only
found = {}
for size in range(2, 7):
    found[size] = {frozenset(s) for s in combinations(names, size)
                   if all(anti[p, q] for p, q in combinations(s, 2))}

# Label pairs built from the Dirac-form set
dirac = ["XX", "XY", "XZ", "ZI", "YI"]
label = {frozenset((a + 1, 6)): dirac[a] for a in range(5)}
table = []
for a, b in combinations(range(5), 2):
    product = 1j * mat[dirac[a]] @ mat[dirac[b]]
    overlaps = {n: np.trace(mat[n] @ product) / 4 for n in names}
    match = max(names, key=lambda n: abs(overlaps[n]))
    sign = int(round(overlaps[match].real))
    assert np.allclose(product, sign * mat[match])
    label[frozenset((a + 1, b + 1))] = match
    table.append(f"i G{a+1} G{b+1} = {'+' if sign > 0 else '-'}{match}")
assert sorted(label.values()) == sorted(names)
for u, v in combinations(label, 2):
    assert anti[label[u], label[v]] == (len(u & v) == 1)

# Sets predicted by a common label, and triples predicted by triangles
stars = [frozenset(label[u] for u in label if k in u) for k in range(1, 7)]
triangles = {frozenset(label[frozenset(e)] for e in combinations(t, 2))
             for t in combinations(range(1, 7), 3)}
assert set(stars) == found[5] and len(found[5]) == 6
assert len(found[6]) == 0
membership = {n: sum(n in s for s in found[5]) for n in names}
assert set(membership.values()) == {2}
assert all(len(s & t) == 1 for s, t in combinations(found[5], 2))
stuck = {t for t in found[3] if not any(t < f for f in found[4])}
assert stuck == triangles and len(stuck) == 20
assert frozenset(("XI", "YI", "ZI")) in stuck
assert [len(found[k]) for k in range(2, 7)] == [60, 80, 30, 6, 0]


def solution_dimension(members):
    """Dimension of the space of 4x4 M anticommuting with every member."""
    rows = [np.kron(mat[n], unit) + np.kron(unit, mat[n].T) for n in members]
    return 16 - np.linalg.matrix_rank(np.vstack(rows))


# Product of each five is +1 or -1, and no nonzero sixth matrix exists
dirac_product = reduce(np.matmul, [mat[n] for n in dirac])
assert np.allclose(dirac_product, unit)
dims_five, dims_four = set(), set()
for s in stars:
    p = reduce(np.matmul, [mat[n] for n in sorted(s)])
    assert np.allclose(p, unit) or np.allclose(p, -unit)
    dims_five.add(int(solution_dimension(s)))
    for left_out in s:
        dims_four.add(int(solution_dimension(s - {left_out})))
assert dims_five == {0} and dims_four == {1}

# Worked example: free Dirac electron
c = 1 / constants.fine_structure
momentum = np.array([30.0, 40.0, 120.0])
p_abs = np.linalg.norm(momentum)
p_perp = np.hypot(momentum[0], momentum[1])
coefficients = [*(c * momentum), c**2]


def spectrum(members):
    h = sum(x * mat[n] for x, n in zip(coefficients, members))
    return np.linalg.eigvalsh(h)


energy = np.sqrt((c * p_abs)**2 + c**4)
levels = spectrum(dirac[:4])
assert np.allclose(levels, [-energy, -energy, energy, energy], rtol=1e-10)
for s in stars:
    for four in combinations(sorted(s), 4):
        assert np.allclose(spectrum(four), levels, rtol=1e-10)

wrong = ["XX", "XY", "XZ", "ZZ"]
assert [anti[n, "ZZ"] for n in wrong[:3]] == [False, False, True]
wrong_h = sum(x * mat[n] for x, n in zip(coefficients, wrong))
cross = 2 * c**3 * (-momentum[0] * mat["YY"] + momentum[1] * mat["YX"])
assert np.allclose(wrong_h @ wrong_h, energy**2 * unit + cross, rtol=1e-10,
                   atol=1e-10 * energy**2)
wrong_levels = spectrum(wrong)
high = np.sqrt((c * momentum[2])**2 + (c**2 + c * p_perp)**2)
low = np.sqrt((c * momentum[2])**2 + (c**2 - c * p_perp)**2)
assert np.allclose(wrong_levels, [-high, -low, low, high], rtol=1e-10)

kev = constants.physical_constants["Hartree energy in eV"][0] / 1000

print("Number of traceless Pauli products:", len(names))
for k, s in enumerate(stars, 1):
    print(f"Set with common label {k}:", " ".join(sorted(s)))
print("Products of the Dirac-form set G1..G5 =", " ".join(dirac))
for line in table:
    print(" ", line)
print("G1 G2 G3 G4 G5 = unit matrix times",
      int(round(dirac_product[0, 0].real)))
for k in range(2, 7):
    print(f"Anticommuting subsets of size {k}:", len(found[k]))
print("Triples that cannot be enlarged:", len(stuck))
print("Sets of five containing each matrix:", set(membership.values()))
print("Dimension of solutions M, five given:", dims_five)
print("Dimension of solutions M, four given:", dims_four)
print("Momentum components (atomic units):", momentum.tolist())
print(f"|p| = {p_abs:.1f}, p_perp = {p_perp:.1f} (atomic units)")
print(f"Speed of light c = {c:.6f} (atomic units)")
print(f"c|p| = {c*p_abs:.3f} hartree")
print(f"c p3 = {c*momentum[2]:.3f} hartree")
print(f"c p_perp = {c*p_perp:.3f} hartree")
print(f"Rest energy c^2 = {c**2:.3f} hartree")
print(f"Energy from square root = {energy:.3f} hartree")
print(f"The same energy = {energy*kev:.3f} keV")
print("Dirac levels by diagonalization (hartree):",
      " ".join(f"{x:.3f}" for x in levels))
print("Levels with ZZ in place of ZI (hartree):",
      " ".join(f"{x:.3f}" for x in wrong_levels))
print(f"ZZ formula: {low:.3f} and {high:.3f} hartree")
print("checks complete")
```

Output:

```
Number of traceless Pauli products: 15
Set with common label 1: IY IZ XX YX ZX
Set with common label 2: IX IZ XY YY ZY
Set with common label 3: IX IY XZ YZ ZZ
Set with common label 4: XI YX YY YZ ZI
Set with common label 5: XI YI ZX ZY ZZ
Set with common label 6: XX XY XZ YI ZI
Products of the Dirac-form set G1..G5 = XX XY XZ ZI YI
  i G1 G2 = -IZ
  i G1 G3 = +IY
  i G1 G4 = +YX
  i G1 G5 = -ZX
  i G2 G3 = -IX
  i G2 G4 = +YY
  i G2 G5 = -ZY
  i G3 G4 = +YZ
  i G3 G5 = -ZZ
  i G4 G5 = +XI
G1 G2 G3 G4 G5 = unit matrix times 1
Anticommuting subsets of size 2: 60
Anticommuting subsets of size 3: 80
Anticommuting subsets of size 4: 30
Anticommuting subsets of size 5: 6
Anticommuting subsets of size 6: 0
Triples that cannot be enlarged: 20
Sets of five containing each matrix: {2}
Dimension of solutions M, five given: {0}
Dimension of solutions M, four given: {1}
Momentum components (atomic units): [30.0, 40.0, 120.0]
|p| = 130.0, p_perp = 50.0 (atomic units)
Speed of light c = 137.035999 (atomic units)
c|p| = 17814.680 hartree
c p3 = 16444.320 hartree
c p_perp = 6851.800 hartree
Rest energy c^2 = 18778.865 hartree
Energy from square root = 25884.524 hartree
The same energy = 704.354 keV
Dirac levels by diagonalization (hartree): -25884.524 -25884.524 25884.524 25884.524
Levels with ZZ in place of ZI (hartree): -30452.367 -20314.294 20314.294 30452.367
ZZ formula: 20314.294 and 30452.367 hartree
checks complete
```
